# Reorganisation and capture energies of an oxide trap from two barriers

## Problem

A trap in the oxide of a high-k gate stack exchanges one electron with the channel. When a trap fills or empties, its charge shifts the threshold voltage of the transistor, and many such events contribute to bias instability. The atoms around the trap relax after each change of charge, so both directions can need thermal activation, as they do here.

At one fixed gate bias the classical barriers are

\[
E_c=0.64\ \text{eV (capture)},\qquad E_e=0.36\ \text{eV (emission)} .
\]

Find the reorganisation energy \(L\) and the capture driving energy \(D\), given that the transition lies in the normal Marcus regime.

The terms are used as follows.

- \(D\) is the energy of the relaxed filled trap minus that of the relaxed empty trap with its electron at the channel Fermi level. Positive \(D\) means that capture is uphill. Where "driving force" denotes the energy released, it equals \(-D\).
- \(L\) is the energy needed to distort the trap, in a fixed charge state, from its own relaxed geometry to that of the other charge state.
- The normal regime is \(|D|<L\).
- A barrier is the height of the crossing of the two energy curves above the starting minimum. It is not the raw slope of an Arrhenius plot.

Both charge states are taken as harmonic with equal vibrational frequencies, and the electron comes from a single energy.

## First estimate by scaling

The model contains two energies, \(L\) and \(D\), so on dimensional grounds

\[
E_c=L\,f(D/L)
\]

with some function \(f\). Emission is the same process with the states exchanged. This reverses the sign of \(D\) and, because the curvatures are equal, leaves \(L\) unchanged. Hence \(E_e=L\,f(-D/L)\).

For \(D=0\) the curves cross midway between their minima. A harmonic energy grows as the square of the displacement, so half the displacement costs a quarter of \(L\), and \(f(0)=1/4\). In the sum of the barriers the terms odd in \(D/L\) cancel:

\[
E_c+E_e=L\left[\tfrac12+O(D^2/L^2)\right].
\]

Dropping the correction gives

\[
L\approx 2(E_c+E_e)=2(0.64+0.36)\ \text{eV}=2.00\ \text{eV}.
\]

Both barriers lead to the same crossing point, one from each minimum. Their difference is therefore the difference of the minima, \(D=E_c-E_e=0.28\) eV. The ratio \(D/L\approx0.14\) is small, which supports dropping its square.

## Exact solution

**The crossing.** In atomic units, let \(x\) be the coordinate of an effective mode of mass \(M\) and frequency \(\omega\). Put the empty minimum at \(x=0\) and the filled minimum at \(x=d>0\):

\[
U_0=\tfrac12M\omega^2x^2,\qquad
U_1=D+\tfrac12M\omega^2(x-d)^2,\qquad
L=\tfrac12M\omega^2d^2 .
\]

Expanding the square in \(U_1\) and subtracting \(U_0\) cancels the quadratic terms, because the curvatures are equal:

\[
U_1-U_0=D+\tfrac12M\omega^2d^2-M\omega^2d\,x
=D+L-2L\,\frac{x}{d}.
\]

The last step uses \(M\omega^2d=2L/d\). Setting the difference to zero gives the crossing

\[
\frac{x_*}{d}=\frac{L+D}{2L}.
\]

**The barriers.** Since \(U_0=L(x/d)^2\), the capture barrier is

\[
E_c=U_0(x_*)=\frac{(L+D)^2}{4L}.
\]

The emission barrier is the same crossing energy measured from the filled minimum:

\[
E_e=E_c-D=\frac{L^2+2LD+D^2-4LD}{4L}=\frac{(L-D)^2}{4L}.
\]

**Many modes.** With stiffnesses \(k_i\) and shifts \(d_i\), let \(L=\tfrac12\sum_ik_id_i^2\). The states now cross on the surface \(\sum_ik_id_ix_i=L+D\), and the barrier is the lowest value of \(\tfrac12\sum_ik_ix_i^2\) on it. A Lagrange multiplier \(s\) gives \(k_ix_i=s\,k_id_i\), hence \(x_i=s\,d_i\). The constraint becomes \(2Ls=L+D\), and the energy is \(s^2L=(L+D)^2/(4L)\). The single coordinate therefore loses nothing for these barriers.

**The inversion.** Subtraction gives \(D=E_c-E_e\). Square roots of the barriers are

\[
\sqrt{E_c}=\frac{|L+D|}{2\sqrt L},\qquad
\sqrt{E_e}=\frac{|L-D|}{2\sqrt L}.
\]

In the normal regime both \(L+D\) and \(L-D\) are positive, so the bars can be dropped. On addition \(D\) cancels:

\[
\sqrt{E_c}+\sqrt{E_e}=\frac{2L}{2\sqrt L}=\sqrt L .
\]

The result is

\[
L=\left(\sqrt{E_c}+\sqrt{E_e}\right)^2,\qquad D=E_c-E_e .
\]

With the given numbers,

\[
L=(0.80+0.60)^2\ \text{eV}=1.96\ \text{eV},\qquad
D=0.64-0.36=0.28\ \text{eV}.
\]

In joules these are \(3.140\times10^{-19}\) and \(4.486\times10^{-20}\). Substitution returns the data: \((1.96+0.28)^2/(4\times1.96)=0.64\) and \((1.96-0.28)^2/(4\times1.96)=0.36\).

**Why the regime must be given.** If \(D>L\), then \(|L-D|=D-L\). The difference of the square roots, rather than their sum, is now \(\sqrt L\), and

\[
L=(0.80-0.60)^2\ \text{eV}=0.04\ \text{eV},\qquad D=0.28\ \text{eV}.
\]

This pair gives the same two barriers but belongs to the inverted regime. Its crossing lies at \(x_*/d=4.00\), beyond both minima, whereas the normal solution has \(x_*/d=0.571\), between them. The barriers alone cannot distinguish the two.

A length scale makes the difference visible. Take a rough phonon energy of 0.04 eV and an oxygen-like mode mass of 16 atomic mass units. Then \(d=\sqrt{2L/(M\omega^2)}\) is 0.80 angstrom for the normal root and 0.11 angstrom for the inverted one. Both curves cross at 0.46 angstrom from the empty minimum. The filled minimum lies beyond the crossing in the first case and before it in the second.

**Errors in the data.** Differentiating \(L\) gives

\[
\frac{\partial L}{\partial E_c}=\sqrt{\frac{L}{E_c}}=1.75,\qquad
\frac{\partial L}{\partial E_e}=\sqrt{\frac{L}{E_e}}=2.33 .
\]

The smaller barrier has the greater leverage. Independent errors of 0.02 eV in each barrier give 0.06 eV in \(L\) and 0.03 eV in \(D\), added in quadrature.

## Comparison of the estimate and the solution

Adding the two barrier formulas shows what the estimate dropped:

\[
2(E_c+E_e)=\frac{(L+D)^2+(L-D)^2}{2L}=L+\frac{D^2}{L}.
\]

Here \(D^2/L=0.04\) eV, so the estimate of 2.00 eV exceeds the solution by 2 per cent of the latter. The estimate of \(D\) has no such error, because it used the common crossing.

Multiplication by \(L\) turns this relation into

\[
L^2-2(E_c+E_e)L+D^2=0 .
\]

Its roots have product \(D^2\) and sum \(2(E_c+E_e)\). The scaling estimate is thus the sum of the normal and inverted roots, and its excess is the rejected root itself. It works well when that root is small. At the edge of the normal regime, \(|D|=L\), one barrier vanishes, the roots coincide and the estimate is twice the true \(L\).

## What changes in a gate stack

For scale, consider an electron trap in hafnia behind a thin silicon dioxide layer on silicon. The material and device parameters below are rough typical values. Each effect is sized separately, with \(L=1.96\) eV kept as the true value unless stated.

**Bias.** Let the given barriers belong to a read field of 4 MV/cm in the silicon dioxide, and let stress raise it to 8 MV/cm. The dioxide is \(t=0.8\) nm thick, and the trap lies \(z=0.5\) nm inside the hafnia. With relative permittivities 3.9 and 20, continuity of the displacement field lowers the trap by

\[
\Delta=q\,\Delta F\left(t+\frac{3.9}{20}z\right)=0.36\ \text{eV},
\]

where \(q\) is the elementary charge and \(\Delta F\) the field step in the dioxide. Thus \(D\) falls to \(-0.08\) eV. With \(L\) unchanged, the barriers become 0.45 eV for capture and 0.53 eV for emission.

For one trap state, without spin degeneracy, the equilibrium occupation is \(1/(1+e^{D/k_BT})\). With the oxide drop alone, at 350 K it rises from \(9\times10^{-5}\) at read bias to 0.93 under stress; the channel shift described below brings it closer still to one. The trap fills under stress and empties at read bias, so capture is naturally measured at one bias and emission at the other. Pairing the stress capture barrier of 0.45 eV with the read emission barrier of 0.36 eV gives \(L=1.62\) eV and \(D=0.09\) eV, which describe neither bias.

The channel adds to this shift. If all the oxide field ends on channel electrons, the read density is \(8.6\times10^{12}\) cm\(^{-2}\). In one subband with two valleys and an in-plane mass of 0.19 electron masses, this fills states up to 0.054 eV at zero temperature, and twice that under stress. The subband itself also rises. Its level in a triangular well, in atomic units, is \(a_1(2m)^{-1/3}F^{2/3}\), where \(-a_1\) is the first zero of the Airy function, \(m=0.92\) is the normal mass and \(F\) is taken as half the silicon surface field (silicon permittivity 11.7). Together the two effects lower the trap by a further 0.13 eV relative to the Fermi level. The mixed pair then gives \(L=1.50\) eV. This estimate uses one subband at zero temperature. In a self-consistent well at 350 K, without depletion charge, about 45 per cent of the read-bias electrons occupy higher subbands. Including them and solving for the well self-consistently raises the shift to about 0.16 eV and lowers the mixed \(L\) to about 1.48 eV.

**Arrhenius slopes.** For weak electronic coupling the classical rate is proportional to the thermal probability density of \(U_1-U_0=0\). In the empty state this energy difference is Gaussian with mean \(L+D\). Its variance is \((2L/d)^2k_BT/(M\omega^2)=2Lk_BT\), so

\[
k_c\propto\frac{1}{\sqrt{4\pi Lk_BT}}\,
\exp\left[-\frac{(L+D)^2}{4Lk_BT}\right].
\]

With \(\beta=1/(k_BT)\), \(\ln k_c=\tfrac12\ln\beta-\beta E_c+\text{constant}\). The Arrhenius energy is therefore

\[
-\frac{d\ln k_c}{d\beta}=E_c-\tfrac12k_BT .
\]

Between 300 and 400 K the slopes are 0.625 and 0.345 eV. Used as barriers, they give \(L=1.90\) eV. Plotting \(\ln(k\sqrt T)\) removes this error in the classical model.

**Quantum nuclei.** With a single mode of 0.04 eV, capture takes up \(D/0.04\ \text{eV}=7\) phonons. The rate is a thermal average over initial levels \(n\) of the squared overlaps with displaced levels \(n-7\). The overlaps were obtained by diagonalising the displaced oscillator in a basis of 700 number states. Between 300 and 400 K the slopes are 0.573 eV for capture and 0.293 eV for emission, which would be read as \(L=1.69\) eV, 14 per cent below the true value. Of this shift of 0.27 eV, 0.06 eV is the effect of the classical prefactor found above, and 0.21 eV is due to the quantum nuclei.

The overlaps also allow transitions from levels below the classical crossing. At 350 K the capture rate is 1.8 times the classical one. Capture and emission share the same overlaps, and their Boltzmann weights differ by seven phonon energies. Their ratio is therefore \(e^{-D/k_BT}\), and \(D\) remains 0.28 eV although \(L\) does not.

**Energy spread of the channel.** Channel electrons occupy a band rather than one level. The classical rates were integrated numerically over the lowest silicon subband alone, with occupied states weighting capture and vacant states weighting emission. The density and the trap level relative to the subband edge were held fixed, with \(D=0.28\) eV at 350 K. The slopes become 0.637 and 0.373 eV, which give \(L=1.98\) eV and \(D=0.26\) eV. The higher subbands matter at these temperatures. With them included, \(D\) falls to between 0.20 and 0.23 eV, depending on the model of the well and on whether the well is allowed to change with temperature. If every state couples to the trap equally, \(L\) is 2.01 eV for a self-consistent well that follows the temperature and 2.03 eV for the triangular well. For a self-consistent well without depletion charge, frozen at its 350 K shape, equal coupling gives no converged value: \(L\) grows from 2.05 to 2.12 eV as the cell grows from 15 to 60 nm, because states far from the interface are counted as fully as those near it. Weighting each state by the squared slope of its wavefunction at the interface, divided by its normal mass, removes this drift and gives \(L\) between 2.00 and 2.04 eV for the self-consistent well.

The change in \(D\) follows from detailed balance. If \(E_T\) is the trap level and \(\mu\) the chemical potential, the rate ratio is \(e^{-\beta(E_T-\mu)}\), whose Arrhenius energy is \(E_T-\mu+T\,d\mu/dT\). At fixed density \(\mu\) falls on heating, so the inferred \(D\) is too small. In the one-subband model, the near agreement of \(L\) with 1.96 eV comes from partial cancellation between this averaging and the classical prefactor; it does not include the quantum correction.

**Unequal curvatures.** Let \(r=k_0/k_1\) be the ratio of empty to filled stiffness. For a crossing between the minima,

\[
d=x_*+(d-x_*)=\sqrt{\frac{2E_c}{k_0}}+\sqrt{\frac{2E_e}{k_1}} .
\]

Multiplying by \(\sqrt{k_0/2}\) and squaring gives the relaxation energy on the empty curve:

\[
L_0=\tfrac12k_0d^2=\left(\sqrt{E_c}+\sqrt{rE_e}\right)^2,
\qquad L_1=\frac{L_0}{r}.
\]

For \(r=1.2\) these are 2.12 and 1.77 eV. There is no longer one reorganisation energy, and the two barriers cannot determine \(r\). The relation \(D=E_c-E_e\) survives.

**Tunnelling.** A rectangular barrier of height \(\phi=3.1\) eV, with a tunnelling mass \(m_t\) of 0.5 electron masses, gives the factor \(e^{-2t\sqrt{2m_t\phi}}=4\times10^{-5}\) across the dioxide. The logarithm of this factor changes by 1.65 per eV of electron energy, against 33 per eV for the Boltzmann factor at 350 K. In this estimate tunnelling mainly scales both rates and has little effect on their activation energies. The tilt of the barrier by the field and the path inside the hafnia are left out.

**The real case.** If a single oxygen atom made the whole displacement of 0.80 angstrom, it would move by 0.4 of a metal–oxygen bond of roughly 2 angstrom. Harmonic curves would then be a serious assumption. The stress field is chosen to represent an accelerated test. It is 0.67 of a rough breakdown field of 12 MV/cm for thin silicon dioxide. The hafnia field of 1.6 MV/cm is 0.31 of a rough 5 MV/cm. Breakdown also depends on stress time and area, so these ratios are not safety margins. Real stacks contain many traps with different depths and energies, and the inversion applies to one trap at a time. With the parameters chosen here, mixed bias moves \(L\) furthest, by 0.34 eV from the oxide drop alone and 0.46 eV with the one-subband channel shift (0.48 eV with the self-consistent well). Quantum nuclei follow with 0.21 eV, or 0.27 eV together with the classical prefactor. Both exceed the 0.06 eV caused by the assumed errors in the barriers. This order is not general, because the quantum shift grows strongly with the phonon energy: a mode of 0.07 eV in place of 0.04 eV would raise it from 0.21 to 0.56 eV, above the shift from mixed bias.

Numerical values quoted here were computed with a short program.
